# Do electron-electron collisions change the mobility?: test program

```python
"""
Result under test: momentum-conserving electron-electron (e-e) collisions lower
the mobility of nondegenerate electrons, at most down to the fraction
    Gamma(5/2)^2 / [Gamma(5/2+s) Gamma(5/2-s)]   for tau ~ E^s,
which is 3 pi/32 for ionized impurities (s=3/2, frozen Coulomb logarithm)
and 9 pi/32 for acoustic phonons (s=-1/2).
Symbols: x = E/kT; velocities in units sqrt(kT/m), so x = v^2/2;
<h> = integral x^1.5 exp(-x) h dx / Gamma(5/2);
distribution f = f0 (1 + const * v_z g(x)); g solves (nu + R C) g = 1,
nu = 1/tau, C = linearized Landau e-e operator, R = n/N_I.
Rate unit: impurity rate is nu = 2/v^3. Mobility is proportional to <g>.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, gammainc, eval_genlaguerre, roots_genlaguerre

G52 = gamma(2.5)
NB = 14                                   # number of basis polynomials


def poly(k, x):
    return eval_genlaguerre(k, 1.5, x)


def dpoly(k, x):
    return -eval_genlaguerre(k - 1, 2.5, x) if k > 0 else np.zeros_like(x)


def rate_matrix(power):
    """Matrix <x^power g_k g_l> by Gauss quadrature with the full weight."""
    x, w = roots_genlaguerre(30, 1.5 + power)
    g = np.array([poly(k, x) for k in range(NB)])
    return (g * w) @ g.T / G52


def landau_matrix():
    """E-e dissipation form, in centre-of-mass and relative velocities."""
    t, wt = np.polynomial.laguerre.laggauss(20)
    z, wz = np.polynomial.hermite_e.hermegauss(34)
    T, S, Z = np.meshgrid(t, t, z, indexing="ij")
    W = (wt[:, None, None] * wt[None, :, None] * wz[None, None, :]
         / np.sqrt(2 * np.pi)).ravel()
    T, S, Z = T.ravel(), S.ravel(), Z.ravel()
    vx = np.sqrt(S)                       # shared transverse component
    v1z = (Z + np.sqrt(2 * T)) / np.sqrt(2)
    v2z = (Z - np.sqrt(2 * T)) / np.sqrt(2)
    x1, x2 = (vx**2 + v1z**2) / 2, (vx**2 + v2z**2) / 2
    xx, yy, zx = [], [], []
    for k in range(NB):
        dg = poly(k, x1) - poly(k, x2)
        h1, h2 = dpoly(k, x1), dpoly(k, x2)
        xx.append(dg + vx**2 * (h1 - h2))
        yy.append(dg)
        zx.append(vx * (v1z * h1 - v2z * h2))
    total = sum((np.array(a) * W) @ np.array(a).T for a in (xx, yy, zx))
    return total / 6 * 4 * np.pi / (2 * np.pi)**1.5 / np.sqrt(2)


C = landau_matrix()
L_imp = rate_matrix(-1.5) / np.sqrt(2)    # 2/v^3 = x^-1.5/sqrt(2)
L_ac = rate_matrix(0.5)
L_const = rate_matrix(0.0)
drive = np.zeros(NB)
drive[0] = 1.0                            # <g_k> by orthogonality


def solve_g(L, R, n=NB):
    return np.linalg.solve(L[:n, :n] + R * C[:n, :n], drive[:n])


def mob(L, R, n=NB):
    return solve_g(L, R, n)[0]


def limit_ratio(s):
    return G52**2 / (gamma(2.5 + s) * gamma(2.5 - s))


# --- e-e operator against explicit binary collisions (Monte Carlo) ---
rng = np.random.default_rng(7)
ns, kick = 400000, 1e-3
va, vb = rng.standard_normal((ns, 3)), rng.standard_normal((ns, 3))
u = va - vb
um = np.linalg.norm(u, axis=1)
e = np.cross(u, rng.standard_normal((ns, 3)))
e /= np.linalg.norm(e, axis=1)[:, None]
angle = 2 * kick / um**2                  # small-angle Coulomb deflection
un = u * np.cos(angle)[:, None] + e * (um * np.sin(angle))[:, None]
cm = (va + vb) / 2
va2, vb2 = cm + un / 2, cm - un / 2


def phi(k, v):
    return v * poly(k, np.sum(v**2, axis=1) / 2)[:, None]


change = {k: phi(k, va2) + phi(k, vb2) - phi(k, va) - phi(k, vb)
          for k in (1, 2)}
mc_dev = 0.0
for k, l in ((1, 1), (1, 2), (2, 2)):
    sample = um * np.sum(change[k] * change[l], axis=1) / (3 * kick**2)
    mean, err = sample.mean(), sample.std() / np.sqrt(ns)
    scale = np.sqrt(C[k, k] * C[l, l])
    assert err < 0.03 * scale
    assert abs(mean - C[k, l]) < 5 * err + 1e-3 * scale
    mc_dev = max(mc_dev, abs(mean - C[k, l]) / scale)

# --- friction on a drifted Maxwellian, integrated directly ---
mu_n, mu_w = np.polynomial.legendre.leggauss(20)
shift = 0.01
for p in (-1.5, 0.5):                     # nu = v^(2p)
    def integrand(v):
        ang = np.sum(mu_w * mu_n * np.exp(v * shift * mu_n))
        return v**(3 + 2 * p) * np.exp(-(v * v + shift**2) / 2) * ang
    force = quad(integrand, 0, 12)[0] * 2 * np.pi / (2 * np.pi)**1.5
    assert abs(force / shift / (2**p * gamma(2.5 + p) / G52) - 1) < 1e-3

# --- kinetic equation: no e-e, strong e-e, in between ---
imp0 = np.sqrt(2) * gamma(4) / G52        # <tau>, impurity
ac0 = gamma(2) / G52                      # <tau>, acoustic
assert abs(mob(L_imp, 0) / imp0 - 1) < 1e-3
assert abs(mob(L_ac, 0) / ac0 - 1) < 5e-3   # slow basis convergence at x=0
strong_imp = mob(L_imp, 1e6) / imp0
strong_ac = mob(L_ac, 1e6) / ac0
assert abs(strong_imp - 3 * np.pi / 32) < 1e-4
assert abs(strong_ac - 9 * np.pi / 32) < 1e-4
assert abs(limit_ratio(1.5) - strong_imp) < 1e-4
assert abs(limit_ratio(-0.5) - strong_ac) < 1e-4
strengths = [0.1, 0.3, 1.0, 3.0, 10.0, 100.0]
table = [mob(L_imp, R) / imp0 for R in strengths]
table_ac = [mob(L_ac, R) / ac0 for R in strengths]
for tab, low in ((table, limit_ratio(1.5)), (table_ac, limit_ratio(-0.5))):
    assert np.all(np.diff(tab) < 0) and tab[0] < 1 and tab[-1] > low
for R in strengths:                       # energy-independent tau: no effect
    assert abs(mob(L_const, R) - 1) < 1e-9
assert abs(mob(L_imp, 1, 10) / mob(L_imp, 1) - 1) < 1e-3

# --- drift profile g(x)/<g> and place of momentum loss, impurities ---
xs = np.array([0.5, 1.0, 2.0, 4.0])
prof0 = xs**1.5 * G52 / gamma(4)


def profile(n):
    c = solve_g(L_imp, 1.0, n)
    return sum(c[k] * poly(k, xs) for k in range(n)) / c[0]


prof1 = profile(NB)
assert np.max(np.abs(prof1 - profile(10))) < 0.03
loss0 = gammainc(2.5, 1.0)                # nu*g = 1: weight x^1.5 exp(-x)
loss_strong = quad(lambda x: np.exp(-x), 0, 1)[0]  # weight x^1.5 nu exp(-x)
assert loss_strong > loss0

# --- degenerate carriers: shifted Fermi distribution ---


def fermi_ratio(eta, s):
    x = np.linspace(1e-9, max(eta, 0) + 45, 200001)
    w = x**1.5 / (4 * np.cosh((x - eta) / 2)**2)
    return np.sum(w)**2 / (np.sum(w * x**s) * np.sum(w * x**(-s)))


eta_deg = 20.0
deg = fermi_ratio(eta_deg, 1.5)
deg_formula = 1 - 1.5**2 * np.pi**2 / (3 * eta_deg**2)
assert abs(deg - deg_formula) < 2e-3      # next order is of size eta^-4
assert abs(fermi_ratio(-8.0, 1.5) - 3 * np.pi / 32) < 1e-3

# --- worked example, SI inside ---
mass_ratio, eps_r, temp, n_cm3, tau_ac_kT = 0.1, 12.0, 300.0, 1e16, 1e-12
m = mass_ratio * const.m_e
eps = eps_r * const.epsilon_0
kT, q, hbar = const.k * temp, const.e, const.hbar
n = n_cm3 * 1e6
screen = np.sqrt(eps * kT / (n * q * q))


def coulomb_log(x):
    b2 = 8 * m * x * kT * screen**2 / hbar**2
    return np.log1p(b2) - b2 / (1 + b2)


def tau_imp(x, log_value):
    return (16 * np.pi * np.sqrt(2 * m) * eps**2 * (x * kT)**1.5
            / (q**4 * n * log_value))


log3 = coulomb_log(3.0)
# Born cross-section integrated over angle, y = 1 - cos(theta) = exp(s)
k3 = np.sqrt(2 * m * 3 * kT) / hbar
pref = (m * q * q / (2 * np.pi * hbar**2 * eps))**2


def born(s):
    y = np.exp(s)
    return y * y / (2 * k3**2 * y + screen**-2)**2 * k3**4


born_int = quad(born, -35, np.log(2), limit=200)[0] / k3**4
born_rate = n * hbar * k3 / m * 2 * np.pi * pref * born_int
assert abs(born_rate * tau_imp(3.0, log3) - 1) < 1e-5

tau1 = tau_imp(1.0, log3)
to_cm = 1e4
mu_imp0 = q / m * tau1 * gamma(4) / G52 * to_cm
mu_imp1 = mu_imp0 * mob(L_imp, 1.0) / imp0
mu_imps = mu_imp0 * limit_ratio(1.5)
A = tau1 / tau_ac_kT / np.sqrt(2)         # acoustic rate at kT, program unit
ratio_ac = mob(A * L_ac, 1.0) * A / ac0
assert limit_ratio(-0.5) < ratio_ac < 1
assert abs(mob(A * L_ac, 1.0, 10) * A / ac0 - ratio_ac) < 2e-3
mu_ac0 = q / m * tau_ac_kT * ac0 * to_cm
# strong limit with the energy-dependent logarithm
mean_tau = quad(lambda x: x**3 * np.exp(-x) / coulomb_log(x), 1e-8, 50,
                limit=200)[0] / G52
mean_nu = quad(lambda x: np.exp(-x) * coulomb_log(x), 1e-8, 50,
               limit=200)[0] / G52
ratio_log = 1 / (mean_tau * mean_nu)
assert 0 < ratio_log < 1
n_c = 2 * (m * kT / (2 * np.pi * hbar**2))**1.5 * 1e-6
born_par = q * q / (4 * np.pi * eps * hbar * (hbar * k3 / m))

print(f"strong-limit fraction, impurities, formula: {limit_ratio(1.5):.4f}")
print(f"strong-limit fraction, impurities, kinetic eq.: {strong_imp:.4f}")
print(f"strong-limit fraction, acoustic, formula: {limit_ratio(-0.5):.4f}")
print(f"strong-limit fraction, acoustic, kinetic eq.: {strong_ac:.4f}")
print(f"largest loss, impurities: {100*(1-limit_ratio(1.5)):.1f} %")
print(f"largest loss, acoustic: {100*(1-limit_ratio(-0.5)):.1f} %")
print(f"Monte Carlo vs e-e matrix, largest deviation: {100*mc_dev:.2f} %")
for R, r in zip(strengths, table):
    print(f"impurity mobility fraction at n/N_I = {R:g}: {r:.4f}")
for x, a, b in zip(xs, prof0, prof1):
    print(f"g/<g> at E = {x:g} kT: no e-e {a:.3f}, n=N_I {b:.2f}, strong 1")
print(f"momentum loss below kT, impurities, no e-e: {100*loss0:.1f} %")
print(f"momentum loss below kT, strong e-e: {100*loss_strong:.1f} %")
print(f"degenerate fraction, eta = {eta_deg:g}, impurities: {deg:.4f}")
print(f"same from low-temperature formula: {deg_formula:.4f}")
print(f"input: m = {mass_ratio} m_e, eps_r = {eps_r:g}, T = {temp:g} K")
print(f"input: n = N_I = {n_cm3:.0e} cm^-3")
print(f"input: acoustic tau(kT) = {tau_ac_kT*1e12:g} ps")
print(f"effective density of states: {n_c:.2e} cm^-3")
print(f"screening length: {screen*1e9:.1f} nm")
print(f"Coulomb logarithm factor at 3 kT: {log3:.3f}")
print(f"Born parameter e^2/(4 pi eps hbar v) at 3 kT: {born_par:.2f}")
print(f"impurity tau(kT): {tau1*1e12:.3f} ps")
print(f"impurity mobility, no e-e: {mu_imp0:.3e} cm^2/(V s)")
print(f"impurity mobility, actual e-e: {mu_imp1:.3e} cm^2/(V s)")
print(f"impurity mobility, strong e-e: {mu_imps:.3e} cm^2/(V s)")
print(f"strong-limit fraction, energy-dependent log: {ratio_log:.4f}")
print(f"acoustic mobility, no e-e: {mu_ac0:.0f} cm^2/(V s)")
print(f"acoustic mobility, actual e-e: {mu_ac0*ratio_ac:.0f} cm^2/(V s)")
print(f"acoustic mobility, strong e-e: "
      f"{mu_ac0*limit_ratio(-0.5):.0f} cm^2/(V s)")
print(f"acoustic fraction, actual e-e: {ratio_ac:.4f}")
print("tests ok")
```

It prints:

```
strong-limit fraction, impurities, formula: 0.2945
strong-limit fraction, impurities, kinetic eq.: 0.2945
strong-limit fraction, acoustic, formula: 0.8836
strong-limit fraction, acoustic, kinetic eq.: 0.8836
largest loss, impurities: 70.5 %
largest loss, acoustic: 11.6 %
Monte Carlo vs e-e matrix, largest deviation: 0.59 %
impurity mobility fraction at n/N_I = 0.1: 0.8875
impurity mobility fraction at n/N_I = 0.3: 0.7604
impurity mobility fraction at n/N_I = 1: 0.5819
impurity mobility fraction at n/N_I = 3: 0.4427
impurity mobility fraction at n/N_I = 10: 0.3518
impurity mobility fraction at n/N_I = 100: 0.3010
g/<g> at E = 0.5 kT: no e-e 0.078, n=N_I 0.36, strong 1
g/<g> at E = 1 kT: no e-e 0.222, n=N_I 0.57, strong 1
g/<g> at E = 2 kT: no e-e 0.627, n=N_I 0.89, strong 1
g/<g> at E = 4 kT: no e-e 1.772, n=N_I 1.41, strong 1
momentum loss below kT, impurities, no e-e: 15.1 %
momentum loss below kT, strong e-e: 63.2 %
degenerate fraction, eta = 20, impurities: 0.9820
same from low-temperature formula: 0.9815
input: m = 0.1 m_e, eps_r = 12, T = 300 K
input: n = N_I = 1e+16 cm^-3
input: acoustic tau(kT) = 1 ps
effective density of states: 7.94e+17 cm^-3
screening length: 41.4 nm
Coulomb logarithm factor at 3 kT: 6.243
Born parameter e^2/(4 pi eps hbar v) at 3 kT: 0.35
impurity tau(kT): 1.570 ps
impurity mobility, no e-e: 1.246e+05 cm^2/(V s)
impurity mobility, actual e-e: 7.250e+04 cm^2/(V s)
impurity mobility, strong e-e: 3.670e+04 cm^2/(V s)
strong-limit fraction, energy-dependent log: 0.4075
acoustic mobility, no e-e: 13231 cm^2/(V s)
acoustic mobility, actual e-e: 12693 cm^2/(V s)
acoustic mobility, strong e-e: 11690 cm^2/(V s)
acoustic fraction, actual e-e: 0.9594
tests ok
```
